# Height variance in repeated partial-layer redox replacement without surface diffusion

A copper film can be grown in cycles without driving copper deposition from an outside source. First a single atomic layer of a less noble metal is deposited on the surface. The circuit is then opened, and copper ions from the solution oxidize this sacrificial layer and take its place. If copper ions are already present during the first step, the outside source can deposit some copper as well; this is neglected here. The sacrificial layer then limits how much copper arrives per cycle. If its atoms are larger than copper atoms, and each gives up as many electrons as a copper ion takes, one full sacrificial layer yields less than one full copper layer. Some surface sites gain an atom and others do not, and the next cycle starts on an uneven surface. How rough is the film after many cycles if the deposited atoms never move?

## How much copper one cycle brings

Let the sacrificial metal and the growing metal have ionic valences $z_s$ and $z_m$, and atomic spacings $d_s$ and $d_m$. In a close-packed layer each atom occupies the area $\sqrt3\,d^2/2$, so the number of atoms per area is $N=2/(\sqrt3\,d^2)$. Let $\theta$ be the number of growing-metal atoms added per cycle and per site of the growing surface. If replacement is complete and no charge is lost, the electrons released equal those consumed:

$$z_sN_s=z_m\,\theta N_m\quad\Rightarrow\quad \theta=\frac{z_s}{z_m}\left(\frac{d_m}{d_s}\right)^2 .$$

The example is fcc copper growing on its (111) face, with a rough lattice constant $a=0.36$ nm. Then $d_m=a/\sqrt2=0.2546$ nm, and one layer has height $c=a/\sqrt3=0.2078$ nm. The sacrificial metal is divalent, as are the copper ions, and its atomic spacing is roughly 0.35 nm. Hence

$$\theta=\left(\frac{0.2546}{0.35}\right)^2=0.529 .$$

The charge exchanged per cycle is $2eN_s=302\ \mu\mathrm{C/cm^2}$. After $n=50$ cycles the mean height is $n\theta=26.45$ layers, or 5.50 nm.

## The naive scheme and its fault

Divide the surface into $M$ lattice columns, and let $h_i$ be the number of layers added to column $i$. Since the atoms arrive at random, an obvious simulation throws $K=\theta M$ atoms per cycle, each onto a column chosen uniformly and without regard to the others.

After $n$ cycles there have been $nK$ throws, and each hits a given column with probability $1/M$. One throw contributes 0 or 1 to that column, with variance $(1/M)(1-1/M)$. The throws are independent, so their variances add:

$$\mathrm{Var}\,h_i=nK\,\frac1M\left(1-\frac1M\right)=n\theta\left(1-\frac1M\right).$$

For large $M$ this is the Poisson value $n\theta$. With 40 000 columns and 50 cycles, such a simulation gives 26.4 layers², against $n\theta=26.45$.

The total amount of copper is right, but its placement is not. Nothing prevents two atoms of the same cycle from landing on one column, although the sacrificial layer there was only one atom thick. To see what this costs, let $b$ be the number of atoms a column gains in one cycle, with mean $\theta$. Writing $b^2=b(b-1)+b$ gives, for any integer $b$,

$$\mathrm{Var}\,b=\langle b(b-1)\rangle+\theta-\theta^2 .$$

The first term counts ordered pairs of atoms that share a column within one cycle. In the naive scheme there are $K(K-1)$ ordered pairs of throws, and each pair hits the given column with probability $1/M^2$. Therefore

$$\langle b(b-1)\rangle=\frac{K(K-1)}{M^2}=\theta^2-\frac{\theta}{M}.$$

The pair term cancels $-\theta^2$ almost completely, and the Poisson value follows. The excess variance thus comes from stacking within a cycle. Fixing the total number of atoms does not remove it, since the naive scheme already fixes that number.

## The corrected scheme

The repair is to let each column gain at most one atom per cycle:

1. Set all $M$ heights to zero.
2. In each cycle, draw for every column a fresh random number uniform between 0 and 1.
3. Add one layer where the number is below $\theta$; leave the other columns unchanged.
4. Repeat for $n$ cycles, then compute the mean and variance of the heights.

This takes $nM$ random draws and stores one integer per column. It requires $0\le\theta\le1$. It also assumes that columns are filled independently of one another and of earlier cycles, and that atoms never change column. A real sacrificial layer of large, regularly spaced atoms need not meet the condition of independence. Its spacing correlates neighbouring sites, and if it settles in the same position every cycle, it favours the same columns each time. The limit of one atom per column is itself an assumption, namely that copper takes the place of the sacrificial atoms. Electrons move freely through the metal, so a copper ion could in principle be reduced elsewhere, even on top of fresh copper.

Now $b$ is 0 or 1, so $b(b-1)=0$ and $\mathrm{Var}\,b=\theta(1-\theta)$. Let $b_t$ be the gain in cycle $t$, and define $x_t=b_t-\theta$, which has mean zero. Then

$$\mathrm{Var}\,h=\Big\langle\Big(\sum_t x_t\Big)^2\Big\rangle=\sum_t\langle x_t^2\rangle+\sum_{t\ne u}\langle x_t\rangle\langle x_u\rangle .$$

The averages in the last sum factorize because different cycles are independent, and each factor is zero. The result is

$$\boxed{\sigma^2\equiv\mathrm{Var}\,h=n\theta(1-\theta)} .$$

The whole distribution follows in the same way. A column reaches height $h$ either by staying there or by rising from $h-1$:

$$P_{n+1}(h)=(1-\theta)P_n(h)+\theta P_n(h-1).$$

Starting from $P_0(0)=1$, each history with $h$ gains has probability $\theta^h(1-\theta)^{n-h}$, and there are $\binom nh$ such histories. The height is therefore binomially distributed. If only the final heights are wanted, they can be drawn from this distribution directly. The cycle-by-cycle form is useful when the rule is to be changed, for instance to let the choice depend on the surface.

For the example, $\sigma^2=26.45\times(1-0.529)=12.46$ layers². The rms roughness is 3.53 layers, or $3.53\times0.2078=0.734$ nm. The Poisson value would give 1.07 nm. One simulation with 40 000 columns, read at four moments, gave these variances in layers²:

| Cycle | Simulated | $n\theta(1-\theta)$ | $n\theta$ |
|---:|---:|---:|---:|
| 1 | 0.249 | 0.249 | 0.529 |
| 10 | 2.48 | 2.49 | 5.29 |
| 25 | 6.16 | 6.23 | 13.22 |
| 50 | 12.40 | 12.46 | 26.45 |

The rows belong to one growing surface, so their deviations are not independent of each other.

## What is averaged on one surface

The derivation concerns one column over many possible histories, whereas a simulation measures the spread over one surface. Let $\bar h$ be the surface average and $\mu=n\theta$. Expanding the squares about $\mu$ gives

$$V=\frac1M\sum_i(h_i-\bar h)^2=\frac1M\sum_i(h_i-\mu)^2-(\bar h-\mu)^2,$$

and so $\langle V\rangle=\sigma^2-\mathrm{Var}\,\bar h$. For independent columns $\mathrm{Var}\,\bar h=\sigma^2/M$, and $\langle V\rangle=\sigma^2(1-1/M)$. Dividing by $M-1$ instead of $M$ removes this bias.

One may instead select exactly $K=\theta M$ different columns in every cycle. The columns are then slightly dependent, but $\bar h$ cannot fluctuate. The divisor $M$ now gives $\langle V\rangle=\sigma^2$ without correction. This variant gave 12.51 layers² in the example.

Strong order within a cycle can leave the expectation intact and still spoil the average over one surface. Suppose $\theta=1/2$, and each cycle fills one or the other of two equal sets of columns, chosen by a coin toss. If the first set is filled $k$ times, the two heights are $k$ and $n-k$, and $V=(k-n/2)^2$. Its expectation is the variance of $k$, which is $n/4=n\theta(1-\theta)$. A single surface may nevertheless have any of the values $(k-n/2)^2$, from near zero to $n^2/4$, however many columns it has. In the corrected scheme the columns are independent, and this makes one large surface representative. Correlations confined to small groups of columns would not prevent it.

## How many columns are needed

The scatter of the measured variance depends on the fourth central moment $\mu_4$. Put $q=\theta(1-\theta)$. For one cycle,

$$\langle x^4\rangle=\theta(1-\theta)^4+(1-\theta)\theta^4=q\left[(1-\theta)^3+\theta^3\right]=q(1-3q).$$

In the fourth power of $\sum_t x_t$, any term in which some $x_t$ appears just once averages to zero. What survives is $n$ terms $x_t^4$ and $3n(n-1)$ terms of the form $x_t^2x_u^2$ with $t\neq u$:

$$\mu_4=nq(1-3q)+3n(n-1)q^2=nq\,[1+3(n-2)q].$$

With $y_i=h_i-\mu$, the variance estimate with divisor $M-1$ is

$$S^2=\frac1M\sum_i y_i^2-\frac1{M(M-1)}\sum_{i\ne j}y_iy_j .$$

The two sums are uncorrelated, because every cross term contains some $y_j$ to the first power. The first part has variance $(\mu_4-\sigma^4)/M$. In the second, each of the $M(M-1)$ ordered pairs correlates with itself and with its reversal, which gives $2\sigma^4/[M(M-1)]$. Together,

$$\mathrm{Var}\,S^2=\frac1M\left[\mu_4-\sigma^4+\frac{2\sigma^4}{M-1}\right].$$

For the example the standard error is 0.087 layers². The final simulated value lies 0.06 below the formula, which is within one standard error, while the Poisson value is 14 layers² away.

The two candidate variances differ by $n\theta-n\theta(1-\theta)=n\theta^2$. To make this gap equal to $z$ standard errors of the corrected scheme at large $M$ requires

$$M\approx\frac{z^2(\mu_4-\sigma^4)}{(n\theta^2)^2}\;\longrightarrow\;2z^2\left(\frac{1-\theta}{\theta}\right)^2\quad(n\theta(1-\theta)\gg1),$$

since then $\mu_4\approx3\sigma^4$. For $z=5$ the first expression gives 39 columns in the example. At a coverage of 0.05, with 529 cycles to keep the same mean height, it gives about 18 300. A Poisson surface scatters more, since for it $\mu_4-\sigma^4=n\theta+2(n\theta)^2$. At 39 columns the gap is only 2.3 of its standard errors, and five of them need about 180 columns in the example and about 20 400 at coverage 0.05. A simulation at low coverage can therefore agree with the Poisson value merely because it is too small to show the difference.

## When the naive result becomes right

Replace every cycle by $k$ weaker cycles of coverage $\theta/k$. The mean height stays at $n\theta$, but the variance becomes

$$nk\,\frac{\theta}{k}\left(1-\frac{\theta}{k}\right)=n\theta\left(1-\frac{\theta}{k}\right).$$

For $k=10$ this is 25.05 layers², and a simulation gave 25.01. As $k$ grows, the limit of one atom per cycle loses its effect and the Poisson value returns. In the opposite limit, $\theta=1$, every column gains one atom each cycle and the variance vanishes.

Which coverage is best depends on what is held fixed. At a fixed number of cycles the variance is largest at $\theta=1/2$. At a fixed mean height $H=n\theta$ it is $H(1-\theta)$, which falls steadily as the coverage rises. Within this model, fewer and fuller cycles give a smoother film of a given thickness.

## Uneven and drifting coverage

Suppose some columns are favoured throughout growth. Column $i$ has a fixed probability $p_i$, with mean $\theta$ and standard deviation $s$ over the surface. The total variance is the average variance at given $p$ plus the variance of the mean height $np$. Since $\langle p^2\rangle=\theta^2+s^2$,

$$\mathrm{Var}\,h=n(\theta-\theta^2-s^2)+n^2s^2=n\theta(1-\theta)+n(n-1)s^2 .$$

The added term grows as $n^2$, because the same columns gain the advantage each time. With $s=0.05$ the variance rises from 12.46 to 18.58 layers². It doubles at $s=\sqrt{\theta(1-\theta)/(n-1)}=0.071$. If the very same columns were filled in every cycle, then $s^2=\theta(1-\theta)$ and the variance would be $n^2\theta(1-\theta)$.

A coverage that changes from cycle to cycle, but is shared by all columns, acts differently. Let $\theta_t$ have mean $\theta$ and standard deviation $s$ over the $n$ cycles. The variance across the surface is

$$\sum_t\theta_t(1-\theta_t)=n\left[\theta(1-\theta)-s^2\right].$$

For $s=0.05$ this is 12.33 layers², a change of 1%. Over many cycles, spatial unevenness that persists thus changes the variance far more than a shared fluctuation of equal size.

## The model beside a real copper film

A charge near 300 µC/cm² for a divalent monolayer, cycles of about 10 s and a few tens of cycles are reasonable rough values for this kind of growth. The weak point is the ban on motion. For a lone copper atom on a smooth (111) terrace, take a rough hopping barrier of 0.05 eV and an attempt rate of $10^{12}$ s⁻¹. At 298 K it would make about $10^{12}$ hops in one cycle. At that attempt rate the barrier would have to be about 0.77 eV to allow just one. Atoms at steps and in islands are bound more strongly, and the electrolyte can alter the barriers, so the hop count does not describe the whole film. It does show that immobility cannot be assumed for copper at this temperature. Hops within one terrace, however, do not change the variance. Such a hop only exchanges the heights of two columns, so the distribution of heights and the recurrence for $P_n(h)$ stay as they are, provided every column is still filled with probability $\theta$. Only atoms that pass from one layer to another alter the result. Descending a step usually costs an extra barrier, which is not estimated here.

If motion could bring every atom to the lowest available column, the heights would take two adjacent values, with a fraction $f$ of columns at the upper one. Here $f$ is the fractional part of the mean height, and the variance is $f(1-f)=0.247$ layers². The rms roughness would fall from 3.5 to 0.5 layers, or from 0.73 to 0.10 nm. No surface with whole-number heights and the same mean can be smoother. If $u$ is the height measured from the lower value, then $u(u-1)\ge0$ for every integer, so $\langle u^2\rangle\ge\langle u\rangle=f$ and the variance is at least $f-f^2$. Motion that merely levels the film would place it between these two results. Uneven replacement can push it above the no-diffusion value.

The geometry of the simulated surface also argues against taking it literally. The height difference between neighbouring columns averages 3.97 layers, and 76% of neighbouring pairs differ by more than one layer. Such columns lack the lateral support that atoms have in a close-packed crystal. These figures, and the wall areas below, hold for atoms that do not move at all; terrace hops that gather atoms into islands lower them while leaving the variance unchanged. Straight columns also ignore the sideways shift between successive (111) layers.

These height differences create side walls. A hexagonal column has area $\sqrt3d_m^2/2$ and six edges of length $d_m/\sqrt3$, each shared by two columns, which leaves three edges per column. The wall area per projected area is therefore

$$\frac{3(d_m/\sqrt3)\,c\,\langle|\Delta h|\rangle}{\sqrt3d_m^2/2}=\frac{2c}{d_m}\langle|\Delta h|\rangle=\frac{2(0.2078)(3.97)}{0.2546}\approx6.5 .$$

After one cycle two neighbours differ with probability $2\theta(1-\theta)$, and the ratio is already 0.81. If the walls took up sacrificial metal as densely as the tops, the second cycle would carry about 1.8 times the charge of the first, and a constant $\theta$ would no longer apply. The ratio 6.5, computed for constant coverage, would then not hold either. For one-atom steps this area is a geometric measure and not a prediction of uptake.

Dissolved oxygen can also consume the sacrificial layer. Take rough values for air-saturated solution: concentration 0.25 mol/m³, diffusivity $2\times10^{-9}$ m²/s and a diffusion layer of 0.1 mm. With four electrons per molecule and a steady concentration profile, the oxygen arriving in 10 s can accept 1930 µC/cm², more than six times the charge of the layer. The time to set up that profile, about 5 s from the layer thickness squared over the diffusivity, is comparable with the cycle; a uniform starting concentration would raise the figure to about 2250 µC/cm² and the loss below from 6.4% to 7.5%. If purging leaves 1% of the oxygen, and all of it attacks the sacrificial metal, the loss is $19.3/302=6.4\%$. The coverage drops to 0.495 and the mean height to 24.8 layers. If the loss is even over the surface, the variance hardly moves, to 12.50 layers², because $\theta(1-\theta)$ is flat near $\theta=1/2$. The roughness would then not reveal the loss, whereas the thickness would. If the surface is otherwise uniform, a loss that always strikes the same places adds unevenness of the persistent kind and raises the variance in this example. If it strikes columns that were already favoured, it can instead even out the growth and lower the variance.

The value 0.73 nm is thus a reference for independently filled columns with constant coverage and no transfer of atoms between layers. It describes heights read column by column. A probe that averages over $m$ independent columns would read a roughness smaller by a factor $\sqrt m$ on the same surface. Even with a fine enough probe, a measured departure does not by itself identify the cause, since levelling, uneven replacement and growing side walls can act together. The full set of values is in the numerical output.

## Computed results

```
Cu lattice constant (rough): 0.36 nm
sacrificial atom spacing (rough): 0.35 nm
Cu atom spacing: 0.2546 nm
Cu(111) layer height: 0.2078 nm
valence of sacrificial metal and of Cu ion: 2
coverage per cycle theta: 0.529
replacement charge per cycle: 302 uC/cm2
cycles n: 50
columns M: 40000
mean height: 26.45 layers
mean thickness: 5.497 nm
cycle 1: variance simulated 0.2492, formula 0.2492, Poisson 0.5290 layers^2
cycle 10: variance simulated 2.4774, formula 2.4916, Poisson 5.2898 layers^2
cycle 25: variance simulated 6.1581, formula 6.2290, Poisson 13.2245 layers^2
cycle 50: variance simulated 12.3957, formula 12.4580, Poisson 26.4490 layers^2
standard error of final simulated variance: 0.08721 layers^2
rms roughness, formula: 3.53 layers
rms roughness, formula: 0.7336 nm
rms roughness, Poisson: 1.069 nm
fixed quota, simulated variance: 12.51 layers^2
stacking allowed, simulated variance: 26.4 layers^2
lowest columns first, variance: 0.2474 layers^2
weaker cycles replacing each cycle: 10
split cycles, simulated variance: 25.01 layers^2
split cycles, formula variance: 25.05 layers^2
columns to reject Poisson at 5 standard errors: 39
same at coverage 0.05 and 529 cycles: 18307
probability spread s in tests: 0.05
variance with fixed column differences: 18.58 layers^2
variance with shared cycle changes: 12.33 layers^2
column spread that doubles variance: 0.07131
mean neighbour height jump: 3.973 layers
fraction of neighbour jumps above one layer: 0.764
side-wall area / projected area, cycle 1: 0.8138
side-wall area / projected area, final: 6.487
temperature: 298 K
cycle time (rough): 10 s
terrace hop barrier (rough): 0.05 eV
attempt rate (rough): 1.0e+12 1/s
hops of a lone adatom per cycle: 1.4e+12
barrier for one hop per cycle: 0.77 eV
oxygen concentration in air (rough): 0.25 mol/m3
oxygen diffusivity (rough): 2.0e-09 m2/s
diffusion layer (rough): 0.1 mm
oxygen charge per cycle in air: 1930 uC/cm2
oxygen left after purging: 1 %
sacrificial metal lost after purging: 6.4 %
coverage after this loss: 0.495
mean height after this loss: 24.8 layers
variance after this loss: 12.50 layers^2
```
